# Zero-temperature energy of a metallic slab from two smeared energies: verification in Python

```python
"""Result under test: for Fermi-Dirac or Gaussian smearing of a metal with a smooth
density of states, the zero-temperature energy is E0 = (E + F)/2 + O(s^4).
E: internal energy, F = E - s*S: free energy, s: smearing width (kT for Fermi-Dirac),
S: dimensionless entropy. Energies in eV, lengths in nm.
General rule: if F - E0 starts as s^n, then E0 = ((n-1)*F + E)/n."""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, erfc, xlogy


def fermi(x):
    f, h = expit(-x), expit(x)
    return f, -xlogy(f, f) - xlogy(h, h)


def gauss(x):
    return 0.5 * erfc(x), np.exp(-x**2) / (2 * np.sqrt(np.pi))


def methfessel_paxton1(x):
    g = np.exp(-x**2) / np.sqrt(np.pi)
    return 0.5 * erfc(x) - 0.5 * x * g, g * (1 - 2 * x**2) / 4


def panels(lo, hi, count, order=20):
    """Composite Gauss-Legendre points and weights."""
    t, w = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(lo, hi, count + 1)
    half = (edges[1:] - edges[:-1]) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * t).ravel(),
            (half[:, None] * w).ravel())


# ---- Self-consistent two-band model: band A is shifted by U times its own filling
U, N_MODEL, DOS_B = 1.0, 3.9, 0.5
e_grid, w_grid = panels(0.0, 12.0, 60)
weight_a = w_grid * (0.2 + 0.05 * (e_grid - 3)**2)
weight_b = w_grid * DOS_B


def model_smeared(width, scheme):
    def filling(x):
        n_a = weight_a @ scheme((e_grid - x) / width)[0]
        mu = x + U * n_a
        return n_a, mu, n_a + weight_b @ scheme((e_grid - mu) / width)[0]
    x = brentq(lambda y: filling(y)[2] - N_MODEL, 1, 7, xtol=1e-13)
    n_a, mu, _ = filling(x)
    f_a, s_a = scheme((e_grid - x) / width)
    f_b, s_b = scheme((e_grid - mu) / width)
    energy = (weight_a * e_grid) @ f_a + (weight_b * e_grid) @ f_b + U * n_a**2 / 2
    entropy = weight_a @ s_a + weight_b @ s_b
    return energy, energy - width * entropy, entropy


def model_sharp():
    def n_a(x):
        return 0.2 * x + 0.05 * ((x - 3)**3 + 27) / 3
    x = brentq(lambda y: n_a(y) + DOS_B * (y + U * n_a(y)) - N_MODEL, 1, 7, xtol=1e-13)
    mu = x + U * n_a(x)
    band_a = 0.1 * x**2 + 0.05 * (x**4 / 4 - 2 * x**3 + 4.5 * x**2)
    return band_a + DOS_B * mu**2 / 2 + U * n_a(x)**2 / 2


model_e0 = model_sharp()
scaling = {}
for name, scheme, width in (("Fermi-Dirac", fermi, 0.05), ("Gaussian", gauss, 0.1)):
    h = 1e-3
    slope = (model_smeared(width + h, scheme)[1]
             - model_smeared(width - h, scheme)[1]) / (2 * h)
    assert abs(slope + model_smeared(width, scheme)[2]) < 1e-5
    errors = []
    for s in (width, 2 * width):
        E, F, _ = model_smeared(s, scheme)
        errors.append((E + F) / 2 - model_e0)
        assert abs(errors[-1]) < 0.05 * (E - F) / 2
    scaling[name] = errors[1] / errors[0]
    assert 14 < scaling[name] < 18      # fourth order means a factor near 16

E, F, _ = model_smeared(0.4, methfessel_paxton1)
mp_average_error = (E + F) / 2 - model_e0
mp_weighted_error = (3 * F + E) / 4 - model_e0
assert abs(mp_weighted_error) < 0.05 * abs(mp_average_error)

# ---- Given data and the estimate
E_given, F_given = -100.00, -100.04
gap = E_given - F_given
estimate = (E_given + F_given) / 2


def smeared(levels, weights, electrons, kT):
    """Fermi-Dirac E and F for independent levels at fixed electron number."""
    mu = brentq(lambda m: weights @ expit((m - levels) / kT) - electrons,
                levels.min() - 1, levels.max() + 1, xtol=1e-13)
    f, s = fermi((levels - mu) / kT)
    energy = (weights * levels) @ f
    return energy, energy - kT * (weights @ s)


# ---- Counterexample: one electron in two degenerate spin orbitals
pair = np.zeros(2)
kT_pair = brentq(lambda t: np.subtract(*smeared(pair, np.ones(2), 1, t)) - gap, 0.001, 1)
E_pair, F_pair = smeared(pair, np.ones(2), 1, kT_pair)
pair_e0 = E_given - (E_pair - np.sort(pair)[:1].sum())
assert abs(pair_e0 - E_given) < 1e-9 and abs(pair_e0 - estimate) > 0.019

# ---- Free-electron slab in the regime of a thin Al(111) film
a_lat = 0.405
area = a_lat**2 * np.sqrt(3) / 4
hbar2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # eV nm^2
k_fermi = (3 * np.pi**2 * 12 / a_lat**3)**(1 / 3)
dos_sub = area / (2 * np.pi * hbar2_2m)                        # both spins, per subband
E_TOP = 16.0


def subbands(layers):
    box = layers * a_lat / np.sqrt(3) + 2 * 3 * np.pi / (8 * k_fermi)
    return box, hbar2_2m * (np.pi * np.arange(1, 30) / box)**2


def slab_sharp(layers):
    _, bottoms = subbands(layers)
    for m in range(1, 29):
        ef = (3 * layers / dos_sub + bottoms[:m].sum()) / m
        if bottoms[m - 1] < ef <= bottoms[m]:
            return m, ef, dos_sub * np.sum(ef**2 - bottoms[:m]**2) / 2
    raise RuntimeError("no consistent filling")


def slab_levels(layers):
    _, bottoms = subbands(layers)
    parts = [panels(b, E_TOP, 100, 16) for b in bottoms if b < E_TOP]
    return (np.concatenate([p[0] for p in parts]),
            dos_sub * np.concatenate([p[1] for p in parts]))


LAYERS = 5
box, bottoms = subbands(LAYERS)
occupied, ef, slab_e0 = slab_sharp(LAYERS)
levels, weights = slab_levels(LAYERS)
kT = brentq(lambda t: np.subtract(*smeared(levels, weights, 3 * LAYERS, t)) - gap, 0.03, 0.2)
E_slab, F_slab = smeared(levels, weights, 3 * LAYERS, kT)
offset = E_given - E_slab
true_e0 = slab_e0 + offset
dos = occupied * dos_sub
quadratic_shift = np.pi**2 / 6 * dos * kT**2
slab_error = (E_slab + F_slab) / 2 - slab_e0
assert abs(true_e0 - estimate) < 1e-4
assert abs((slab_e0 - F_slab) - quadratic_shift) < 1e-4
assert abs((E_slab - slab_e0) - quadratic_shift) < 1e-4

# ---- Size of what the estimate leaves out
occ4, ef4, e0_4 = slab_sharp(4)
E4, F4 = smeared(*slab_levels(4), 12, kT)
edge_error = (E4 + F4) / 2 - e0_4
edge_distance = np.min(np.abs(subbands(4)[1] - ef4))
assert abs(edge_error) > 20 * abs(slab_error)

b_len = 4 * np.pi / (np.sqrt(3) * a_lat / np.sqrt(2))
mesh_error = {}
for n in (12, 24, 48, 96):
    r = np.arange(-int(1.2 * n), int(1.2 * n) + 1)
    i, j = np.meshgrid(r, r)
    kinetic = (hbar2_2m * (b_len / n)**2 * (i**2 + j**2 + i * j)).ravel()
    lev = np.concatenate([(kinetic + b)[kinetic + b < E_TOP] for b in bottoms if b < E_TOP])
    En, Fn = smeared(lev, np.full(lev.size, 2 / n**2), 3 * LAYERS, kT)
    mesh_error[n] = (En + Fn) / 2 - slab_e0
assert abs(mesh_error[96]) < 2e-3

kB = const.k / const.e
F_room = smeared(levels, weights, 3 * LAYERS, kB * 300)[1]
rounding = (0.005 + 0.005) / 2
surface_error = (estimate - F_given) / (2 * area)

print(f"Given internal energy E: {E_given:.2f} eV")
print(f"Given free energy F: {F_given:.2f} eV")
print(f"E - F: {gap:.2f} eV; half of it: {gap / 2:.2f} eV")
print(f"Estimate (E+F)/2: {estimate:.2f} eV")
print(f"Rounding uncertainty of estimate, at most: {rounding:.3f} eV")
for name, ratio in scaling.items():
    print(f"Two-band model, {name}: error ratio on doubling s: {ratio:.2f}")
print(f"Methfessel-Paxton 1, s = 0.4 eV, error of (E+F)/2: {mp_average_error:.2e} eV")
print(f"Methfessel-Paxton 1, s = 0.4 eV, error of (3F+E)/4: {mp_weighted_error:.2e} eV")
print(f"Given data read with (3F+E)/4: {(3 * F_given + E_given) / 4:.2f} eV")
print(f"Degenerate level: kT giving the same E - F: {kT_pair:.4f} eV")
print(f"Degenerate level: true zero-temperature energy: {pair_e0:.2f} eV")
print(f"Slab: lattice constant {a_lat:.3f} nm, layers {LAYERS}, electrons {3 * LAYERS}")
print(f"Slab: surface cell area {area:.4f} nm^2, box width {box:.3f} nm")
print(f"Slab: occupied subbands {occupied}, Fermi level {ef:.3f} eV above box bottom")
print(f"Slab: distance to nearest subband edge: {np.min(np.abs(bottoms - ef)):.3f} eV")
print(f"Slab: density of states at Fermi level: {dos:.3f} states/eV per cell")
print(f"Slab: smearing kT giving E - F as stated: {kT:.4f} eV")
print(f"Slab: the same smearing as a temperature: {kT / kB:.0f} K")
print(f"Slab: quadratic shift (pi^2/6) D (kT)^2: {quadratic_shift:.5f} eV")
print(f"Slab: true zero-temperature energy: {true_e0:.5f} eV")
print(f"Slab: error of the average: {slab_error:.1e} eV")
print(f"Four layers: subband edge {edge_distance:.3f} eV from Fermi level")
print(f"Four layers: error of the average at same kT: {1000 * edge_error:.3f} meV")
for n, err in mesh_error.items():
    print(f"k mesh {n} x {n}: error of the average: {1000 * err:.2f} meV")
print(f"Real electronic free-energy shift at 300 K: {1000 * (F_room - slab_e0):.2f} meV")
print(f"Surface-energy error if F replaces E0: {surface_error:.3f} eV/nm^2")
print("all good")
```

Running it gives:

```
Given internal energy E: -100.00 eV
Given free energy F: -100.04 eV
E - F: 0.04 eV; half of it: 0.02 eV
Estimate (E+F)/2: -100.02 eV
Rounding uncertainty of estimate, at most: 0.005 eV
Two-band model, Fermi-Dirac: error ratio on doubling s: 16.01
Two-band model, Gaussian: error ratio on doubling s: 16.01
Methfessel-Paxton 1, s = 0.4 eV, error of (E+F)/2: -8.00e-05 eV
Methfessel-Paxton 1, s = 0.4 eV, error of (3F+E)/4: 3.55e-15 eV
Given data read with (3F+E)/4: -100.03 eV
Degenerate level: kT giving the same E - F: 0.0289 eV
Degenerate level: true zero-temperature energy: -100.00 eV
Slab: lattice constant 0.405 nm, layers 5, electrons 15
Slab: surface cell area 0.0710 nm^2, box width 1.304 nm
Slab: occupied subbands 7, Fermi level 11.646 eV above box bottom
Slab: distance to nearest subband edge: 0.808 eV
Slab: density of states at Fermi level: 2.077 states/eV per cell
Slab: smearing kT giving E - F as stated: 0.0765 eV
Slab: the same smearing as a temperature: 888 K
Slab: quadratic shift (pi^2/6) D (kT)^2: 0.02000 eV
Slab: true zero-temperature energy: -100.02000 eV
Slab: error of the average: -2.4e-07 eV
Four layers: subband edge 0.121 eV from Fermi level
Four layers: error of the average at same kT: 0.248 meV
k mesh 12 x 12: error of the average: 30.36 meV
k mesh 24 x 24: error of the average: 1.66 meV
k mesh 48 x 48: error of the average: -0.67 meV
k mesh 96 x 96: error of the average: -0.07 meV
Real electronic free-energy shift at 300 K: -2.28 meV
Surface-energy error if F replaces E0: 0.141 eV/nm^2
all good
```
